\section*{Band Velocity at the L Point of Zincblende without Spin}

\section*{The problem}

An electron in a zincblende crystal is described, with spin left out, by
\begin{equation}
H=\frac{\mathbf p^2}{2m}+V(\mathbf r),\qquad \mathbf p=-i\hbar\nabla ,
\label{H}
\end{equation}
where $m$ is the free-electron mass and $V$ is real and has the periodicity of the face-centred cubic lattice. There is no magnetic field. The Bloch states are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ lattice periodic. At each $\mathbf k$ the bands are numbered in order of energy, and the velocity of a band is $\mathbf v_n=\hbar^{-1}\nabla_{\mathbf k}E_n$.

Let $a$ be the cubic lattice constant and $g=2\pi/a$. Reciprocal-lattice vectors are $\mathbf G=g(h,k,l)$ with $h,k,l$ all even or all odd. The point L is $\mathbf k_L=\tfrac g2(1,1,1)$. The task is to find the velocity of a nondegenerate band there, and to see which properties of the crystal decide it.

\section*{(a) Does the missing inversion centre spoil $E(-\mathbf k)=E(\mathbf k)$?}

Show that the zincblende potential has no inversion centre, and then compare the energies at $\mathbf k$ and $-\mathbf k$.

\textbf{Solution.} Write $V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Moving the origin by $\mathbf t$ multiplies $V_{\mathbf G}$ by $e^{i\mathbf G\cdot\mathbf t}$. If $\mathbf G_1+\mathbf G_2+\mathbf G_3=0$, the three phases cancel in the product $V_{\mathbf G_1}V_{\mathbf G_2}V_{\mathbf G_3}$, which is therefore independent of the origin. With the origin at an inversion centre, $V_{-\mathbf G}=V_{\mathbf G}$. Since $V$ is real, also $V_{-\mathbf G}=V_{\mathbf G}^*$, so every coefficient would be real, and so would the product. A complex product excludes an inversion centre anywhere.

Put the cation at $+\boldsymbol\tau$ and the anion at $-\boldsymbol\tau$, with $\boldsymbol\tau=\tfrac a8(1,1,1)$. Then
\begin{equation}
V_{\mathbf G}=S\cos(\mathbf G\cdot\boldsymbol\tau)-iA\sin(\mathbf G\cdot\boldsymbol\tau),\qquad
\mathbf G\cdot\boldsymbol\tau=\tfrac{\pi}{4}(h+k+l).
\label{V}
\end{equation}
Each atom is taken as spherical, so that placed at the origin it would contribute a real coefficient to $V_{\mathbf G}$. Here $S$ and $A$ are the sum and the difference (cation minus anion) of these two coefficients. They depend on $N=h^2+k^2+l^2$, which is written as a subscript. For three vectors that add to zero,
\begin{align}
V_{111}&=-\frac{S_3+iA_3}{\sqrt2},\quad
V_{1\bar1\bar1}=\frac{S_3+iA_3}{\sqrt2},\quad
V_{\bar200}=iA_4,\nonumber\\
\operatorname{Im}\left(V_{111}V_{1\bar1\bar1}V_{\bar200}\right)
&=\operatorname{Im}\left[-\tfrac i2A_4(S_3+iA_3)^2\right]
=-\tfrac12A_4(S_3^2-A_3^2).
\label{triple}
\end{align}
This is nonzero unless $A_4=0$ or $S_3^2=A_3^2$. For the values used in part (f), $S_3=-2.7$, $A_3=2.0$ and $A_4=1.2$ eV, it is $-0.6\,(7.29-4.00)=-1.97\ \mathrm{eV^3}$.

The energies do not need inversion. Take the complex conjugate of $H\psi_{n\mathbf k}=E_n(\mathbf k)\psi_{n\mathbf k}$. Both $V$ and $\mathbf p^2=-\hbar^2\nabla^2$ are real, and $E_n$ is real, so
\begin{equation}
H\psi_{n\mathbf k}^*=E_n(\mathbf k)\psi_{n\mathbf k}^*,\qquad
\psi_{n\mathbf k}^*=e^{-i\mathbf k\cdot\mathbf r}u_{n\mathbf k}^* .
\end{equation}
The conjugate state has wavevector $-\mathbf k$. Conjugation keeps orthogonal states orthogonal and undoes itself when repeated, so the two spectra agree with their multiplicities. Ordered by energy, they give
\begin{equation}
E_n(-\mathbf k)=E_n(\mathbf k).
\label{TR}
\end{equation}
This is time reversal for a particle without spin.

\section*{(b) What is the velocity at L?}

Combine Eq.~\eqref{TR} with the periodicity of the bands.

\textbf{Solution.} A Bloch state gains the factor $e^{i\mathbf k\cdot\mathbf R}$ under a lattice translation $\mathbf R$. Because $e^{i\mathbf G\cdot\mathbf R}=1$, the wavevectors $\mathbf k$ and $\mathbf k+\mathbf G$ impose the same condition on the same Hamiltonian. Hence $E_n(\mathbf k+\mathbf G)=E_n(\mathbf k)$.

The vector $2\mathbf k_L=g(1,1,1)$ has three odd indices, so it is a reciprocal-lattice vector. For any displacement $\mathbf q$,
\begin{align}
E_n(\mathbf k_L+\mathbf q)
&=E_n(-\mathbf k_L-\mathbf q) &&\text{(time reversal)}\nonumber\\
&=E_n(-\mathbf k_L-\mathbf q+2\mathbf k_L) &&\text{(periodicity)}\nonumber\\
&=E_n(\mathbf k_L-\mathbf q).
\label{even}
\end{align}
The band is even about L. An even function may still have a cusp, as $|q|$ does, so differentiability has to be established. The functions $u_{n\mathbf k}$ are eigenfunctions of
\begin{equation}
H(\mathbf k)=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+V
\label{Hk}
\end{equation}
in one unit cell with periodic boundary conditions. The spectrum in a cell is discrete, so a nondegenerate level is separated from its neighbours by a finite gap. Since $H(\mathbf k)$ is a polynomial in $\mathbf k$, perturbation theory then gives a smooth energy near L:
\begin{equation}
E_n(\mathbf k_L+\mathbf q)=E_n(\mathbf k_L)+\hbar\,\mathbf v_n(\mathbf k_L)\cdot\mathbf q+O(q^2).
\end{equation}
Subtract the same expansion at $-\mathbf q$. By Eq.~\eqref{even} the left side vanishes, leaving $0=2\hbar\,\mathbf v_n\cdot\mathbf q$ plus terms smaller than first order. Dividing by $|\mathbf q|$ and letting $\mathbf q\to0$ in each direction gives
\begin{equation}
\boxed{\ \mathbf v_n(\mathbf k_L)=0\ }
\label{result}
\end{equation}
for all three components.

The argument holds at every $\mathbf k_0=\mathbf G/2$, and so also at $\Gamma$ and at X, $g(1,0,0)$. It does not apply at W, $g(1,\tfrac12,0)$: doubling gives the indices $(2,1,0)$, which mix even and odd. (A nondegenerate band of zincblende still has zero velocity at W, but for another reason: the point group there, $S_4$, leaves no vector unchanged.) A uniform static strain changes the lattice but leaves $V$ real and periodic, so the result holds at the half reciprocal-lattice vectors of the strained crystal.

\section*{(c) What does the wavefunction at L look like?}

Obtain the same result from the state itself.

\textbf{Solution.} First relate velocity to momentum. Differentiate $E_n=\langle u|H(\mathbf k)|u\rangle$ for normalized $u$. The terms from the change of $u$ add to $E_n\nabla_{\mathbf k}\langle u|u\rangle=0$, so
\begin{equation}
\mathbf v_n=\frac1\hbar\langle u|\nabla_{\mathbf k}H(\mathbf k)|u\rangle
=\frac1m\langle u|\mathbf p+\hbar\mathbf k|u\rangle
=\frac1m\langle\psi|\mathbf p|\psi\rangle .
\label{HF}
\end{equation}
The last step uses $\mathbf p\,e^{i\mathbf k\cdot\mathbf r}u=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\hbar\mathbf k)u$.

At L the conjugate $\psi^*$ has wavevector $-\mathbf k_L$, which is equivalent to $\mathbf k_L$, and it has the same energy. There is one such state, so $\psi^*=e^{i\alpha}\psi$. The function $\chi=e^{i\alpha/2}\psi$ is then real, because $\chi^*=e^{-i\alpha/2}e^{i\alpha}\psi=\chi$. For a real function,
\begin{equation}
\langle\chi|\mathbf p|\chi\rangle=-i\hbar\int\chi\nabla\chi\,d^3r
=-\frac{i\hbar}{2}\int\nabla(\chi^2)\,d^3r=0 ,
\end{equation}
with the integral over one cell. The boundary terms cancel because $\chi$ at most changes sign under a lattice translation, which leaves $\chi^2$ periodic. The state at L is a standing wave, with equal weight in the plane waves $\mathbf K$ and $-\mathbf K$. Its density need not have an inversion centre.

\section*{(d) Could the crystal's rotations and mirrors replace time reversal?}

\textbf{Solution.} They do part of the work. The threefold axis through L, with unit vector $\mathbf n$ along $[111]$, leaves $\mathbf k_L$ unchanged. The velocity must be unchanged too, so it can point only along $\mathbf n$. To remove that component, an operation would have to turn $(1,1,1)$ into $(-1,-1,-1)$. The tetrahedral group of zincblende leaves the product $xyz$ unchanged, whereas this reversal changes its sign. No such operation is present.

An artificial term shows that the remaining component can appear. Add $\lambda K_xK_yK_z/g^3$ to the kinetic energy of the plane wave $\mathbf K$. It respects the full tetrahedral group but is odd in momentum, so it breaks time reversal. With $\lambda=0.05$ eV in the crystal model of part (f), the lowest conduction band acquires a velocity of about $7\times10^4$ cm/s along $[111]$ at L (value for the 168-wave set of part (f)). The term serves here in a finite set of plane waves; it does not represent a particular magnetic material.

\section*{(e) What changes if the band is degenerate?}

Treat two states that are degenerate at $\mathbf k_0=\mathbf G/2$.

\textbf{Solution.} Conjugation maps the pair's space onto itself. The real and imaginary parts of its members lie in that space, so two real orthonormal functions $\chi_1,\chi_2$ can be chosen. Their matrix elements of $\mathbf p=-i\hbar\nabla$ are imaginary. A Hermitian imaginary matrix is antisymmetric, hence
\begin{equation}
\mathbf P=\mathbf c\begin{pmatrix}0&-i\\ i&0\end{pmatrix},\qquad
\Delta E=\pm\frac\hbar m\,\mathbf c\cdot\mathbf q ,
\label{cone}
\end{equation}
with $\mathbf c$ real. The second formula is first-order degenerate perturbation theory with the term $\hbar\mathbf q\cdot\mathbf p/m$. The two slopes are opposite, so the pair is even as a set although a single branch may have nonzero slope.

This happens at X if both atoms are made equal by setting $A=0$, the diamond limit. In the model of part (f), the two lowest bands then meet at X with slopes of $\pm8.1\times10^7$ cm/s along the line from $\Gamma$. Restoring $A$ separates them by 8.8 eV, and each band has zero velocity at X. What holds the pair together is not inversion as such but the operations of diamond that exchange the two atoms, such as its fourfold screw axes, and $A\ne0$ removes them all. A real term $V_{\pm200}=0.5$ eV added to the diamond model keeps the inversion centre, yet it splits the pair by 0.89 eV and both slopes vanish. A term that removes inversion but keeps all rotations and screw axes of diamond leaves the pair degenerate, with its opposite slopes.

The spinless valence doublet at L in zincblende behaves differently. A threefold rotation acts on its two real functions as a rotation with determinant $+1$, which leaves an antisymmetric $2\times2$ matrix unchanged. Thus $\mathbf c$ must be invariant under the threefold rotation and lie along $\mathbf n$. A mirror containing $\mathbf n$ acts on the doublet with determinant $-1$ and reverses the antisymmetric matrix, but it does not reverse $\mathbf n$. It follows that $\mathbf c=-\mathbf c=0$. The linear slopes vanish here too, but the proof needs the point group.

\section*{(f) How fast is an electron near L?}

Find the velocity to first order in $\mathbf q$, and evaluate it for a CdTe-like crystal.

\textbf{Solution.} From Eq.~\eqref{Hk}, $H(\mathbf k_L+\mathbf q)=H(\mathbf k_L)+\hbar\mathbf q\cdot(\mathbf p+\hbar\mathbf k_L)/m+\hbar^2q^2/2m$. The expectation value of the term linear in $\mathbf q$ is $\hbar\mathbf q\cdot\mathbf v_n(\mathbf k_L)$, which vanishes by Eq.~\eqref{result}. For $\mathbf q=q\mathbf e$, second-order perturbation theory gives
\begin{equation}
E_n(\mathbf k_L+q\mathbf e)-E_n(\mathbf k_L)\simeq\frac{\hbar^2q^2}{2m_e},\qquad
\frac{m}{m_e}=1+\frac2m\sum_{j\ne n}
\frac{|\langle\psi_j|\mathbf e\cdot\mathbf p|\psi_n\rangle|^2}{E_n-E_j},
\label{mass}
\end{equation}
where $m_e$ is the mass in direction $\mathbf e$. The threefold axis leaves two masses, $m_l$ along $[111]$ and $m_t$ across it. Along either principal direction $v=\hbar q/m_e$.

The crystal model is a local empirical pseudopotential, Eq.~\eqref{V}, with $a=0.648$ nm. The nonzero form factors are $S_3=-2.7$, $S_{11}=0.5$, $A_3=2.0$, $A_4=1.2$ and $A_{11}=0.5$ eV. These are rough values for CdTe. The Hamiltonian was diagonalized in the 168 plane waves $\mathbf K=\mathbf k_L+\mathbf G$ with $K^2\le30g^2$. The lowest conduction band, the fifth, lies 3.65 eV above the valence doublet and 3.12 eV below the next level at L, so it is nondegenerate.

This plane-wave set contains $-\mathbf K$ with every $\mathbf K$, and so has the evenness of Eq.~\eqref{even} built in. A set chosen by $G^2$ alone favours $\mathbf k_L$ over $-\mathbf k_L$ and breaks periodicity. With $G^2\le20g^2$ (113 waves) it gives a false speed of $5.8\times10^5$ cm/s at L; with $G^2\le60g^2$ (531 waves) the speed falls to 49 cm/s. The zero returns as periodicity is restored.

Equation~\eqref{mass} gives $m_l=4.5\,m$ and $m_t=0.241\,m$ ($m_l$ is $4.47\,m$ in this set and $4.50\,m$ with 332 or 476 waves, while $m_t$ does not change). The sum in it is therefore $1/4.47-1=-0.78$ along the axis and $1/0.241-1=3.15$ across it. Levels above the band contribute negative terms and levels below it positive ones. The former prevail along the axis, the latter across it.

At $q=0.1\ \mathrm{nm^{-1}}$ across the axis, with $\hbar/m=1.158\ \mathrm{cm^2/s}$,
\begin{equation}
v=\frac{\hbar q}{m_t}=\frac{1.158\times10^{6}}{0.241}\ \mathrm{cm/s}
=4.80\times10^6\ \mathrm{cm/s}.
\end{equation}
The momentum expectation value, Eq.~\eqref{HF}, gives $\pm4.80\times10^6$ cm/s at $\pm q$. Along the axis it gives about $\pm2.6\times10^5$ cm/s. The velocity passes through zero at L and reverses, as an even band requires.

At 300 K the thermal velocity in one transverse direction is $\sqrt{k_BT/m_t}=1.37\times10^7$ cm/s, reached at $q=0.286\ \mathrm{nm^{-1}}$ in the parabolic formula. The band velocity at that $q$ is 0.8\% below $\hbar q/m_t$, so nonparabolicity is a small correction there.

\section*{(g) What does the neglect of spin cost in a real crystal?}

\textbf{Solution.} Time reversal also reverses spin. At L it pairs two states of equal energy, a Kramers pair. Let the Pauli matrices $\boldsymbol\sigma$ act on the pair made from the nondegenerate conduction state and the two spins. Both $\mathbf q$ and $\boldsymbol\sigma$ are odd under time reversal, so terms linear in both are allowed, while a spin-independent linear term is forbidden.

The threefold axis and the mirrors restrict the allowed terms. Along the axis, threefold symmetry permits $q_n\sigma_n$, but a mirror containing $\mathbf n$ reverses $\sigma_n$ and not $q_n$, which excludes it. Across the axis, threefold symmetry permits $\mathbf q_\perp\cdot\boldsymbol\sigma$ and $(\mathbf q\times\mathbf n)\cdot\boldsymbol\sigma$. The first changes sign under the mirror and the second does not. Hence, for $\mathbf q$ across the axis,
\begin{equation}
H_1=\hbar s\,(\mathbf q\times\mathbf n)\cdot\boldsymbol\sigma,\qquad
E_\pm=E_L+\frac{\hbar^2q^2}{2m_t}\pm\hbar|s|q .
\label{spin}
\end{equation}
The two slopes at L are $\pm|s|$, and their mean is zero. Inversion would reverse $\mathbf q$ but not $\boldsymbol\sigma$, forcing $s=0$. With spin, then, the missing inversion centre does matter at L.

To estimate $s$, a short-range spin-orbit term acting on the $p$-wave part of the wavefunction (Gaussian width parameter 0.04 nm) was placed on each atom and scaled to split the valence top at $\Gamma$ by 0.9 eV, a rough value for CdTe. Diagonalization gives $|s|=1.4\times10^6$ cm/s if the Cd term has half the strength of the Te term, and $0.8\times10^6$ cm/s if the strengths are equal. The estimate depends on this assumed ratio, and the width of 0.04 nm is an assumption as well. Only the order of magnitude is meaningful. The value $1.4\times10^6$ cm/s, used below, is 10\% of the transverse thermal velocity.

The lower branch of Eq.~\eqref{spin} has its minimum where $\hbar q_0/m_t=|s|$. For $|s|=1.36\times10^6$ cm/s,
\begin{equation}
q_0=\frac{0.241\times1.36\times10^6}{1.158}\ \mathrm{cm^{-1}}
=0.028\ \mathrm{nm^{-1}},\qquad
\tfrac12m_ts^2=0.13\ \mathrm{meV}.
\end{equation}
The minimum moves off L by 0.3\% of $|\mathbf k_L|=8.40\ \mathrm{nm^{-1}}$, and its depth is far below $k_BT=26$ meV at 300 K.

As a picture of real CdTe the model is rough. Its gap at $\Gamma$ is 1.77 eV without spin; spin-orbit coupling raises the valence top by about a third of 0.9 eV, which brings the gap near the real value of roughly 1.5 eV. The longitudinal mass of $4.5\,m$ is far above the value of about $1.6\,m$ for the L valley of Ge and should not be used for device estimates. The model valley is also very shallow along the axis: towards $\Gamma$ the band rises only about 0.02 eV above L, less than $k_BT$ at 300 K, before it falls. The 8.8 eV splitting at X in part (e) is also large for such a compound. Nonlocal potentials, many-body corrections and lattice vibrations are left out.

In the model the L valley lies 1.55 eV above the conduction minimum at $\Gamma$. The Boltzmann factor per state at 300 K is $e^{-1.55/0.0259}\approx10^{-26}$, so in equilibrium this valley is empty. For the result of part (b), in a nonmagnetic crystal without a magnetic field, the assumption that matters is the neglect of spin: across the axis, spin-orbit coupling replaces the zero slope at L by two opposite slopes, of order $10^6$ cm/s in this rough estimate, while their mean over the Kramers pair stays zero.

Numbers in the example were calculated in double precision.
